\section*{Band-bending correction to a valence-band offset measured by core-level photoemission}

\section*{The measurement and its conventions}

A thin overlayer B of thickness $d$ covers a thick semiconductor A. Photoemission through the overlayer gives one core level of each material, and their separation is used to find the valence-band offset at the interface. If the bands are bent, each core line is an average over depths at which the level has different energies. This problem asks how far that average displaces the offset.

Depth $z$ runs from the interface into A, and height $y$ runs from the interface into B. The electrostatic energy of an electron is $V=-e\phi$, where $\phi$ is the potential and $V=0$ in the bulk of A. It is continuous at the interface; a microscopic dipole step there is counted as part of the offset. All levels of a layer follow $V$ rigidly, so chemical and final-state shifts that vary with depth are excluded.

Electron energies increase upwards, and a binding energy is $B=E_F-E_c$, with $E_F$ the Fermi energy and $E_c$ the core level. The flat-band distances from core level to valence edge, $D_A$ and $D_B$, are known from separate samples. The offset is
\begin{equation}
\Delta E_v=E_v^B(0)-E_v^A(0),
\end{equation}
positive when the valence edge of B is higher. Layers are laterally uniform, emitters have uniform density within each layer, and electrons travel in straight lines with exponential attenuation. Energies are in eV and lengths in nm, the natural scales of a depletion layer.

\section*{(a) What has to be averaged?}

\textit{Express the difference between the true and the apparent offset through averages of $V$, and find the escape weight in A.}

\textbf{Solution.} The valence edge lies a distance $D$ above the core level, so the true offset is
\begin{equation}
\Delta E_v=D_B-D_A+E_c^B(0)-E_c^A(0).
\end{equation}
The experiment supplies mean core energies instead:
\begin{equation}
\Delta E_{\rm app}=D_B-D_A+\langle E_c^B\rangle-\langle E_c^A\rangle
=D_B-D_A+B_A-B_B .
\end{equation}
Define $C=\Delta E_v-\Delta E_{\rm app}$. Within each layer $E_c$ is a constant plus $V$, and the constant drops out of $\langle E_c\rangle-E_c(0)$. Subtraction therefore gives
\begin{equation}
C=\big[\langle V_A\rangle-V(0)\big]-\big[\langle V_B\rangle-V(0)\big].
\label{eq:C}
\end{equation}

An electron emitted at depth $z$, at angle $\theta$ from the normal, travels $z/\cos\theta$ in A and $d/\cos\theta$ in B. The second path is the same for every emitter in A. It weakens the whole line by one factor, which cancels in the normalized average. With $L=\lambda\cos\theta$ and $\lambda$ the attenuation length in A,
\begin{equation}
\langle f\rangle=\frac1L\int_0^\infty f(z)\,e^{-z/L}\,dz .
\end{equation}

\section*{(b) The depleted substrate}

\textit{A has a uniform density $N$ of ionized donors, and its electrons are removed to a depth $w$. Find $V(0)-\langle V_A\rangle$ and its limits.}

\textbf{Solution.} Integrate by parts, using $e^{-z/L}/L=-\,d(e^{-z/L})/dz$:
\begin{equation}
\langle V\rangle=\big[-Ve^{-z/L}\big]_0^\infty+\int_0^\infty V'e^{-z/L}dz
=V(0)+L\langle V'\rangle .
\end{equation}
The same step applied to $V'$ gives
\begin{equation}
\langle V\rangle=V(0)+LV'(0)+L^2\langle V''\rangle .
\label{eq:identity}
\end{equation}
This holds for any bending with continuous $V'$ that stays bounded at depth.

Poisson's equation is $\phi''=-eN/(\varepsilon_0\varepsilon_A)$ for $0<z<w$. Since $V=-e\phi$,
\begin{equation}
V''=\kappa,\qquad \kappa=\frac{e^2N}{\varepsilon_0\varepsilon_A}.
\end{equation}
The neutral bulk requires $V(w)=V'(w)=0$, so
\begin{equation}
V=\frac{\kappa}{2}(w-z)^2,\qquad V_b\equiv V(0)=\frac{\kappa w^2}{2},\qquad V'(0)=-\kappa w .
\end{equation}
The curvature vanishes beyond $w$, and its average is
\begin{equation}
\langle V''\rangle=\frac{\kappa}{L}\int_0^w e^{-z/L}dz=\kappa\left(1-e^{-w/L}\right).
\end{equation}
Insertion in (\ref{eq:identity}) gives the substrate term
\begin{equation}
S\equiv V_b-\langle V_A\rangle=\kappa\left[wL-L^2\left(1-e^{-w/L}\right)\right].
\label{eq:S}
\end{equation}

For $L\ll w$ the leading term is $S\simeq\kappa wL$, the slope at the interface times the mean emission depth. For $L\gg w$, set $q=w/L$ and expand $1-e^{-q}=q-q^2/2+q^3/6-\dots$:
\begin{equation}
S=\kappa L^2\left[\frac{q^2}{2}-\frac{q^3}{6}+\dots\right]
=V_b\left[1-\frac{w}{3L}+\dots\right].
\end{equation}
Most of the signal then comes from the flat bulk, and nearly the whole bending is missed. For ionized acceptors $N$ is replaced by a negative number; $\kappa$, $V_b$ and $S$ all change sign.

\section*{(c) The field in the overlayer}

\textit{The interface carries a sheet of $\sigma$ positive elementary charges per area, and B contains a uniform charge density $e\rho_B$. Complete the correction.}

\textbf{Solution.} The electric field along $y$ is $-d\phi/dy=(1/e)\,dV/dy$. On the A side of the interface $dV/dy=-dV/dz=\kappa w$. Let $G_B$ be $dV/dy$ on the B side. Gauss's law, multiplied by $e/\varepsilon_0$, reads
\begin{equation}
\varepsilon_BG_B-\varepsilon_A\kappa w=\frac{e^2\sigma}{\varepsilon_0}
\quad\Rightarrow\quad
G_B=\frac{e^2(Nw+\sigma)}{\varepsilon_0\varepsilon_B}.
\end{equation}
Inside B the curvature is $\kappa_B=e^2\rho_B/(\varepsilon_0\varepsilon_B)$, hence
\begin{equation}
V_B(y)-V(0)=G_By+\tfrac12\kappa_By^2 .
\end{equation}

An emitter at height $y$ lies $d-y$ below the surface. With $L_B$ the attenuation length in B times $\cos\theta$, its weight is proportional to $e^{-(d-y)/L_B}$, or to $e^{y/L_B}$ after removal of a constant. The required integrals are
\begin{align}
\int_0^d e^{y/L_B}dy&=L_B\left(e^{d/L_B}-1\right),\\
\int_0^d y\,e^{y/L_B}dy&=L_Bd\,e^{d/L_B}-L_B\int_0^d e^{y/L_B}dy,\\
\int_0^d y^2e^{y/L_B}dy&=L_Bd^2e^{d/L_B}-2L_B\int_0^d y\,e^{y/L_B}dy .
\end{align}
Division of the last two by the first gives
\begin{equation}
\langle y\rangle=\frac{d}{1-e^{-d/L_B}}-L_B,\qquad
\langle y^2\rangle=\frac{d^2}{1-e^{-d/L_B}}-2L_B\langle y\rangle .
\end{equation}
For $d\ll L_B$ the mean height tends to $d/2$; for $d\gg L_B$ it tends to $d-L_B$. Equation (\ref{eq:C}) becomes
\begin{equation}
\boxed{C=-\kappa\left[wL-L^2\left(1-e^{-w/L}\right)\right]
-G_B\langle y\rangle-\tfrac12\kappa_B\langle y^2\rangle .}
\label{eq:main}
\end{equation}

The place of the compensating negative charge matters. If it all sits at the interface, $\sigma=-Nw$ and $G_B=0$. If it sits on the outer surface, $\sigma=0$ and the field continues through B. For donors and $\rho_B=0$ the two terms of $C$ then have the same sign, because $V$ rises all the way from the bulk of A to the surface.

Equation (\ref{eq:main}) was tested against direct integration of Gauss's law and explicit averaging for three stacks: one with donors, one with acceptors and a charged overlayer, and one with a depletion layer thinner than the escape length. An imposed offset was recovered within $0.003\ \mu$eV, which measures numerical agreement within the model.

\section*{(d) Finding the bending from the same spectrum}

\textit{The width $w$ is not measured directly. Suppose $N$ and the flat-band binding energy $B_A^0$ of the core level of A are known. Show that the measured line fixes $w$, and find how input errors propagate.}

\textbf{Solution.} The line gives the mean bending $V_m=\langle V_A\rangle=B_A^0-B_A$. From (\ref{eq:S}),
\begin{equation}
V_m=V_b-S=\kappa\left[\frac{w^2}{2}-wL+L^2\left(1-e^{-w/L}\right)\right].
\label{eq:Vm}
\end{equation}
Its derivative is
\begin{equation}
\frac{dV_m}{dw}=\kappa\left[w-L\left(1-e^{-w/L}\right)\right]>0,
\end{equation}
since $1-e^{-q}<q$ for $q>0$. As $w$ grows from zero, $V_m$ rises from zero without bound, so each positive $V_m$ belongs to one width. If $e^{-w/L}$ is negligible, (\ref{eq:Vm}) becomes $2V_m/\kappa=(w-L)^2+L^2$, and
\begin{equation}
w\simeq L+\sqrt{2V_m/\kappa-L^2}.
\label{eq:w}
\end{equation}

An error in $V_m$ is amplified in the interface bending. At fixed $\kappa$ and $L$, $dV_b=\kappa w\,dw$, so
\begin{equation}
\frac{dV_b}{dV_m}=\frac{w}{w-L(1-e^{-w/L})}.
\label{eq:amp}
\end{equation}
For errors in $N$ or $L$, write $S=\kappa s$ and $V_m=\kappa m$, where $s$ and $m$ are the brackets in (\ref{eq:S}) and (\ref{eq:Vm}). At fixed $V_m$ and $L$, $m\,d\ln\kappa+(\partial m/\partial w)\,dw=0$, hence
\begin{equation}
\frac{dS}{d\ln N}=S-V_m\frac{L(1-e^{-w/L})}{w-L(1-e^{-w/L})}.
\label{eq:sens}
\end{equation}
Both $S$ and $V_m$ equal $\kappa L^2$ times a function of $w/L$. At fixed $V_m$, $S$ therefore depends on $N$ and $L$ through the product $NL^2$ alone, and a small relative error in $L$ counts twice as much as the same relative error in $N$.

\section*{(e) A numerical case}

\textit{Take $N=0.010\ \mathrm{nm^{-3}}$, $\varepsilon_A=10$, $\varepsilon_B=20$, $d=2.0$ nm, $\rho_B=0$ and, at normal emission, $L=2.0$ nm and $L_B=2.5$ nm. The energies are $D_A=30.0$, $D_B=20.0$, $B_A^0=31.4$, $B_A=30.9$ and $B_B=22.0$ eV. Find the offset for both places of the compensating charge.}

\textbf{Solution.} These are round model parameters. The apparent offset and mean bending are
\begin{align}
\Delta E_{\rm app}&=20.0-30.0+30.9-22.0=-1.100\ \mathrm{eV},\\
V_m&=31.4-30.9=0.500\ \mathrm{eV}.
\end{align}
The curvature is $\kappa=0.018095\ \mathrm{eV/nm^2}$. Equation (\ref{eq:w}) gives $w\simeq2.0+\sqrt{55.26-4.00}=9.160$ nm, and the full equation (\ref{eq:Vm}) gives $9.166$ nm. Then
\begin{align}
V_b&=\tfrac12(0.018095)(9.1656)^2=0.760\ \mathrm{eV},\\
S&=0.760-0.500=0.260\ \mathrm{eV}.
\end{align}
The linear estimate $\kappa wL=0.332$ eV is 28\% larger than $S$, because the field weakens over the depth sampled.

With the compensating charge at the interface, $G_B=0$ and
\begin{equation}
\Delta E_v=-1.100-0.260=-1.360\ \mathrm{eV}\quad(-0.0500\ \text{hartree}).
\end{equation}
As a check on signs, the valence edge of A lies $31.4-30.0=1.4$ eV below $E_F$ in the bulk and $1.4-0.760=0.640$ eV below it at the interface. That of B lies $22.0-20.0=2.0$ eV below $E_F$. The difference is again $-1.360$ eV.

With the charge on the outer surface,
\begin{equation}
G_B=\frac{10}{20}(0.1659)=0.0829\ \mathrm{eV/nm},\qquad \langle y\rangle=1.132\ \mathrm{nm}.
\end{equation}
Their product is $0.094$ eV, so $C=-0.354$ eV and $\Delta E_v=-1.454$ eV. The core line of A is the same in both cases; its position cannot tell where the charge sits.

A second emission angle tests the inferred bending. At $60^\circ$, $L=1.00$ nm and (\ref{eq:Vm}), with $w$ held fixed, predicts $V_m=0.612$ eV. The core level of A should move by $0.112$ eV towards lower binding energy. Flat bands would give no such shift.

\section*{(f) Mobile electrons at the depletion edge}

\textit{Replace the sharp depletion edge by a Boltzmann distribution of electrons. How does the correction change?}

\textbf{Solution.} The electron density is $Ne^{-V/kT}$, so
\begin{equation}
V''=\kappa\left(1-e^{-V/kT}\right).
\end{equation}
Multiplication by $V'$ makes both sides total derivatives. With $V=V'=0$ in the bulk, integration gives
\begin{equation}
V'^2=2\kappa\left(V-kT+kTe^{-V/kT}\right).
\end{equation}
Where $V\gg kT$ the exponential is negligible. Then $U=V-kT$ obeys $U'=-\sqrt{2\kappa U}$, whose solution is $U=\kappa(w'-z)^2/2$. The parabola survives, raised by $kT$:
\begin{equation}
V_b=kT+\frac{\kappa w'^2}{2},\qquad V'(0)=-\kappa w' .
\end{equation}
Identity (\ref{eq:identity}) now yields
\begin{equation}
V_m-kT=\kappa\left[\frac{w'^2}{2}-w'L+L^2\left(1-\langle e^{-V/kT}\rangle\right)\right].
\end{equation}
The factor $e^{-V/kT}$ is small well inside the depletion layer and tends to one beyond its edge. Replacing its average by $e^{-w'/L}$ recovers (\ref{eq:Vm}) with $V_m-kT$ in place of $V_m$. The replacement is good when few detected electrons come from the edge region.

At $300$ K, $kT=0.0259$ eV. With $V_m=0.500$ eV held fixed, the result is $V_b=0.753$ eV and $S=0.253$ eV, so the offset with interface charge becomes $-1.353$ eV. A numerical solution of the nonlinear equation with this $V_b$ returns the mean bending within $0.3$ meV of $0.500$ eV. The sharp-edge formula at the same $V_b$ errs by $5.4$ meV.

The Boltzmann form fails for a degenerate electron gas. At the donor density of part (e) and $300$ K, it requires a density-of-states mass of about the free-electron mass or more. Much lighter electrons, as in GaAs, are degenerate at this density, and the formula then underestimates how far they lower the inferred $V_b$. The form also assumes that every donor is ionized in the neutral bulk. Deeper donors are partly neutral there and ionize only where the bands have risen, so the parabola is raised by more than $kT$. The treatment also fails if the valence edge approaches $E_F$ at the interface, where holes would add charge.

\section*{(g) Centroid or maximum?}

\textit{The line has a Gaussian width $s$ (standard deviation) that is large compared with the spread of $V$. Which reading of the line does the correction apply to?}

\textbf{Solution.} The recorded energy is the local level plus an independent broadening of zero mean. Means add, so the centroid is displaced by $\langle V\rangle$, as assumed above. A Lorentzian has no finite first moment, and for it this argument does not hold.

The maximum at energy $E$, on the scale of $V$, satisfies
\begin{equation}
\left\langle (E-V)\,e^{-(E-V)^2/2s^2}\right\rangle=0 .
\end{equation}
Let $m_0=E-\langle V\rangle$, and let $\mu_2$ and $\mu_3$ be the second and third central moments of $V$. Expansion of the exponential to first order gives
\begin{equation}
m_0-\frac{m_0^3+3m_0\mu_2-\mu_3}{2s^2}\simeq0
\quad\Rightarrow\quad m_0\simeq-\frac{\mu_3}{2s^2},
\end{equation}
to leading order in $\mu_2/s^2$. In the sharp-edge model of part (e), $\sqrt{\mu_2}=0.20$ eV and $\mu_3=-0.00618\ \mathrm{eV^3}$. The distribution has its tail towards the bulk value, so the maximum lies nearer the interface value. For $s=0.50$ eV the estimate is $0.00618/0.50=0.012$ eV, and the maximum found directly from the broadened line agrees to this precision. That is closer than the formula guarantees, since the neglected terms are of relative order $\mu_2/s^2=0.16$ and partly cancel here.

If the maximum is entered as $V_m$, the factor (\ref{eq:amp}), here $1.28$, turns $0.012$ eV into an error of about $0.016$ eV in $V_b$. With a flat overlayer the offset becomes too negative by the same amount.

\section*{Comparison with real junctions}

For shallow core levels of semiconductors under laboratory X-rays, escape lengths at normal emission are typically between 2 and 3 nm, so the example lies at the lower end. A permittivity near 10 is ordinary. The doping, $10^{19}\ \mathrm{cm^{-3}}$, is high for many device layers. At fixed $V_b$ and $L\ll w$, $S\simeq L\sqrt{2\kappa V_b}$ scales as $\sqrt N$; at $10^{17}\ \mathrm{cm^{-3}}$ the linear estimate falls from $0.33$ to $0.03$ eV. Real interfaces can break the assumption of uniform doping, and elastic scattering alters the escape weight. For the case in (e), (\ref{eq:sens}) gives $dS/d\ln N=0.12$ eV. At fixed $V_m$, a 10\% error in $N$ thus moves the offset by about $0.012$ eV, and a 10\% error in $L$ by about $0.024$ eV, if B is flat. The mean donor spacing, $N^{-1/3}=4.6$ nm, is also half the depletion width, so lateral uniformity is an idealization whose error is not estimated here. The numerical output lists the values used.

\section*{Numbers as computed}
\begin{verbatim}
donor density N: 0.010 nm^-3
relative permittivity of A: 10.0
relative permittivity of B: 20.0
escape length L in A, normal emission: 2.0 nm
escape length in B, normal emission: 2.5 nm
overlayer thickness d: 2.0 nm
core-to-valence distance D_A: 30.0 eV
core-to-valence distance D_B: 20.0 eV
flat-band core binding energy of A: 31.4 eV
measured core binding energy of A: 30.9 eV
measured core binding energy of B: 22.0 eV
measured mean bending V_m: 0.500 eV
apparent valence offset: -1.100 eV
curvature kappa: 0.018095 eV/nm^2
depletion width w: 9.1656 nm
w from closed approximation: 9.1599 nm
true bending V_b: 0.7601 eV
interface slope kappa*w in A: 0.1659 eV/nm
linear estimate kappa*w*L: 0.3317 eV
substrate term V_b - V_m: 0.2601 eV
mean emitter height <y> in B: 1.1319 nm
slope G_B, charge on outer surface: 0.0829 eV/nm
overlayer term, charge on outer surface: 0.0939 eV
correction C, charge at interface: -0.2601 eV
true offset, charge at interface: -1.3601 eV
correction C, charge on outer surface: -0.3539 eV
true offset, charge on outer surface: -1.4539 eV
true offset, charge at interface: -0.04998 hartree
temperature: 300 K
thermal energy kT: 0.02585 eV
V_b with mobile carriers: 0.7528 eV
substrate term with mobile carriers: 0.2528 eV
error of thermal formula in V_m: 0.285 meV
error of depletion formula at same V_b: 5.371 meV
standard deviation of V over emitters: 0.2015 eV
third central moment of V: -0.006183 eV^3
Gaussian line width s (standard deviation): 0.50 eV
line maximum minus centroid: 0.0124 eV
estimate -mu3/(2 s^2): 0.0124 eV
escape length L in A at 60 degrees: 1.00 nm
predicted mean bending at 60 degrees: 0.6123 eV
predicted core shift, 60 degrees minus normal: 0.1123 eV
largest stack-test deviation: 0.003 micro-eV
\end{verbatim}
